# Intrinsic birefringence of cubic crystals from second-order spatial dispersion, part 1

(Sections cited here and not found follow in the second part.)

## I. The dielectric tensor and the birefringence in every direction

### A wave along a face diagonal

Let a plane wave \(\mathbf E\,e^{i\mathbf q\cdot\mathbf r-i\omega t}\) travel in a crystal whose cube edges are the axes \(x,y,z\). Suppose that, besides the isotropic response \(D_i=\varepsilon_0E_i\), the crystal has one weak further response,

\[
D_i=\varepsilon_0E_i+C\,q_i^2E_i\qquad(\text{no sum over } i).
\]

Since \(\partial_i\) acts on the wave as \(iq_i\), the new term is \(-C\,\partial_i^2E_i\). It is driven by the curvature of a field component along that component's own direction.

For a transverse wave along [001], \(q_x=q_y=0\) and \(E_z=0\). Neither \(E_x\) nor \(E_y\) varies along its own direction, so both polarizations see \(\varepsilon_0\).

For a wave along [110], \(q_x^2=q_y^2=q^2/2\) and \(q_z=0\). A field along [001] again sees \(\varepsilon_0\). A field along \([1\bar10]\) has components \(E_x=-E_y\), each multiplied by \(\varepsilon_0+Cq^2/2\). The squared indices differ by \(Cq^2/2\). As \(n_1^2-n_2^2=(n_1+n_2)(n_1-n_2)\approx2n(n_1-n_2)\),

\[
n_{[1\bar10]}-n_{[001]}\approx\frac{Cq^2}{4n}.
\]

For a wave along [111], \(q_x^2=q_y^2=q_z^2=q^2/3\), so every polarization sees \(\varepsilon_0+Cq^2/3\) and the splitting is zero again.

It remains to show that cubic symmetry allows this term, that nothing else splits the indices at the same order, and how the splitting depends on direction.

### Assumptions and the form of the tensor

The crystal is transparent at the frequency used, far from absorption lines, free of strain, and without magnetic order or an applied magnetic field. Its lattice period is much smaller than the wavelength. The tensor \(\varepsilon_{ij}(\mathbf q,\omega)\) relates the macroscopic fields by \(D_i=\varepsilon_{ij}E_j\) and contains the whole linear response, so no separate magnetic permeability appears. Far from resonances it may be expanded in \(\mathbf q\):

\[
\varepsilon_{ij}=\varepsilon^{(0)}_{ij}+i\gamma_{ijk}q_k+\alpha_{ijkl}q_kq_l+\dots
\]

Repeated indices are summed unless stated otherwise. Since \(q_kq_l\) is symmetric, \(\alpha_{ijkl}\) may be taken symmetric in \(kl\).

Reciprocity says that the response at \(\mathbf r\) along \(i\) to a field at \(\mathbf r'\) along \(j\) equals the response with the two places and directions exchanged. After Fourier transformation this reads \(\varepsilon_{ij}(\mathbf q)=\varepsilon_{ji}(-\mathbf q)\). Even powers of \(\mathbf q\) are therefore symmetric in \(ij\) and odd powers antisymmetric. Absence of loss makes the tensor Hermitian. A symmetric Hermitian tensor is real, so \(\alpha_{ijkl}\) is real.

Consider class \(\bar43m\). Its operations include three kinds that suffice here.

1. A twofold rotation about a cube axis reverses the other two coordinates. A tensor component survives all three such rotations only if the numbers of its indices equal to \(x\), to \(y\) and to \(z\) are all even or all odd.
2. A threefold rotation about [111] permutes \(x,y,z\) cyclically.
3. A mirror exchanges \(x\) and \(y\).

For two indices, the first rule leaves the diagonal components and the second makes them equal, so \(\varepsilon^{(0)}_{ij}=\varepsilon_0\delta_{ij}\). A cubic crystal without spatial dispersion is thus optically isotropic.

For three indices, the first rule leaves components with \(x,y,z\) all different. The mirror gives \(\gamma_{xyz}=\gamma_{yxz}\), while reciprocity gives \(\gamma_{xyz}=-\gamma_{yxz}\). The linear term vanishes.

For four indices, the counts must be \((4,0,0)\) or \((2,2,0)\) in some order. Cyclic permutation makes \(\alpha_{xxxx}\) common to the three axes and \(\alpha_{xyxy}\) common to the three pairs. It leaves two possible values for the remaining kind:

\[
\alpha_{xxyy}=\alpha_{yyzz}=\alpha_{zzxx},\qquad
\alpha_{yyxx}=\alpha_{zzyy}=\alpha_{xxzz}.
\]

The mirror makes these equal. Three constants remain, and

\[
\begin{aligned}
\varepsilon_{xx}&=\varepsilon_0+\alpha_{xxxx}q_x^2+\alpha_{xxyy}(q_y^2+q_z^2),\\
\varepsilon_{xy}&=\alpha_{xyxy}q_xq_y+\alpha_{xyyx}q_yq_x=2\alpha_{xyxy}q_xq_y .
\end{aligned}
\]

Set \(A=\alpha_{xxyy}\), \(B=2\alpha_{xyxy}\) and \(C=\alpha_{xxxx}-A-B\). Then

\[
\varepsilon_{ij}=\varepsilon_0\delta_{ij}+Aq^2\delta_{ij}+Bq_iq_j+Cq_i^2\delta_{ij},
\]

with no sum in the last term. The expression keeps its form under every permutation and sign change of the coordinates. It therefore holds with three free constants also in class \(m3m\), which consists of all these operations. The terms in \(A\) and \(B\) would exist in an isotropic medium. The term in \(C\) records the cubic axes.

The other cubic classes differ. Classes 23 and \(m3\) have no operation that exchanges two axes, so \(\alpha_{xxyy}\) and \(\alpha_{yyxx}\) stay independent. For a wave along \(x\) this gives

\[
\varepsilon_{yy}-\varepsilon_{zz}=(\alpha_{yyxx}-\alpha_{zzxx})q^2=(\alpha_{yyxx}-\alpha_{xxyy})q^2,
\]

so birefringence along [100] is allowed. In class 432 the fourfold rotations restore three quadratic constants. Classes 23 and 432 lack mirrors and inversion, however, and keep a linear term: optical activity. The results below hold for \(m3m\) and \(\bar43m\).

### From the tensor to two indices

With \(k=\omega/c=2\pi/\lambda\), where \(\lambda\) is the vacuum wavelength, Maxwell's equations for the plane wave are \(\mathbf q\times\mathbf E=k\mathbf B\) and \(\mathbf q\times\mathbf B=-k\mathbf D\). Eliminating \(\mathbf B\) and using \(\mathbf q\times(\mathbf q\times\mathbf E)=\mathbf q(\mathbf q\cdot\mathbf E)-q^2\mathbf E\) gives

\[
q^2\mathbf E-\mathbf q(\mathbf q\cdot\mathbf E)=k^2\varepsilon\mathbf E .
\]

Write \(\mathbf q=q\mathbf s\) with \(|\mathbf s|=1\) and \(n=q/k\). Let \(L\) mark the component along \(\mathbf s\) and \(T\) the two components normal to it. The left side has no \(L\) component, so

\[
0=\varepsilon_{LL}E_L+\varepsilon_{LT}\mathbf E_T
\quad\Rightarrow\quad
E_L=-\frac{\varepsilon_{LT}\mathbf E_T}{\varepsilon_{LL}} .
\]

Inserted in the transverse part, this gives

\[
n^2\mathbf E_T=\left(\varepsilon_{TT}-\frac{\varepsilon_{TL}\,\varepsilon_{LT}}{\varepsilon_{LL}}\right)\mathbf E_T .
\]

The term \(Bq^2s_is_j\) acts purely along \(\mathbf s\) and drops out of both \(\varepsilon_{TT}\) and \(\varepsilon_{LT}\). At second order in \(q\), the lowest that occurs, the coupling \(\varepsilon_{LT}\) comes from \(C\) alone. The second term in the bracket is then of order \(q^4\) and is neglected with the other fourth-order terms.

Third-order terms are absent in \(m3m\) because of inversion. Class \(\bar43m\) allows them in \(\varepsilon_{ij}\), but they do not enter the transverse block. Being antisymmetric, that block has a single independent element, which is \(q^3\) times a fourth-degree polynomial in \(s_x,s_y,s_z\) that changes sign under a mirror. The twofold rotations leave only the terms \(s_i^4\) and \(s_i^2s_j^2\), and the threefold rotation gives equal coefficients within each kind. Such a polynomial is unchanged by the mirror that exchanges \(x\) and \(y\), so it must be zero.

Let \(D=\mathrm{diag}(s_x^2,s_y^2,s_z^2)\), and let \(M\) be its \(2\times2\) block in the plane normal to \(\mathbf s\). For orthonormal transverse vectors \(\mathbf e_1,\mathbf e_2\),

\[
M_{ab}=\sum_i e_{a,i}\,e_{b,i}\,s_i^2 .
\]

If its eigenvalues are \(\lambda_1\ge\lambda_2\), then \(n_a^2=\varepsilon_0+n_a^2k^2(A+C\lambda_a)\), because the wave numbers of the two waves are \(q_a=n_ak\). Solving for \(n_a^2\) and expanding,

\[
n_a^2=\frac{\varepsilon_0}{1-k^2(A+C\lambda_a)}
=\varepsilon_0+\varepsilon_0k^2(A+C\lambda_a)+O(k^4).
\]

The constant \(A\) shifts both indices equally. With \(n=\sqrt{\varepsilon_0}\), \(q=nk\) and \(\delta=\lambda_1-\lambda_2\), the difference to leading order is

\[
n_1-n_2=\frac{Cq^2\delta}{2n}=\frac{2\pi^2nC}{\lambda^2}\,\delta .
\]

For \(C>0\) the eigenvector of the larger \(\lambda_a\) has the larger index and is the slow axis. For \(C<0\) it is the fast axis.

### The angular factor

A \(2\times2\) matrix has \((\lambda_1-\lambda_2)^2=(\mathrm{tr}\,M)^2-4\det M\). Put \(x=s_x^2\), \(y=s_y^2\), \(z=s_z^2\) from here on, so that \(x+y+z=1\), and define

\[
\sigma_2=xy+yz+zx,\qquad \sigma_3=xyz .
\]

The trace of \(M\) is the trace of \(D\) less its element along \(\mathbf s\):

\[
\mathrm{tr}\,M=1-(x^2+y^2+z^2)=2\sigma_2,
\]

since \(1=(x+y+z)^2=x^2+y^2+z^2+2\sigma_2\). The determinant of the transverse block is the cofactor belonging to the \(\mathbf s\mathbf s\) element of \(D\). The cofactor matrix rotates with \(D\), and in the cube axes it is \(\mathrm{diag}(yz,zx,xy)\). Hence

\[
\det M=x\,yz+y\,zx+z\,xy=3\sigma_3,\qquad
\delta=2\sqrt{\sigma_2^2-3\sigma_3}.
\]

To find the zeros, let \(p=xy\), \(r=yz\), \(t=zx\). Then \(\sigma_2=p+r+t\), and \(pr+rt+tp=xyz(x+y+z)=\sigma_3\). Therefore

\[
\begin{aligned}
\delta^2&=4\left[(p+r+t)^2-3(pr+rt+tp)\right]\\
&=2\left[(p-r)^2+(r-t)^2+(t-p)^2\right].
\end{aligned}
\]

This vanishes only if \(xy=yz=zx\). If none of \(x,y,z\) is zero, they are all equal: the four <111> axes. If one is zero, all three products are zero, so a second one is zero too: the three <100> axes. For \(C\ne0\) the leading-order birefringence vanishes on these seven axes and nowhere else.

The approach to the two kinds of axis differs. At a small angle \(\theta\) from [001], with azimuth \(\phi\), \(zx\approx\theta^2\cos^2\phi\), \(yz\approx\theta^2\sin^2\phi\), and \(xy\) is of order \(\theta^4\). The three squares then give

\[
\delta\approx\theta^2\sqrt{4-3\sin^22\phi}.
\]

Near [111], write \(s_i^2\approx\tfrac13+d_i\) with \(d_i=2\theta t_i/\sqrt3\), where \(\mathbf t\) is the unit vector of the tilt and \(\sum_it_i=0\). Differences such as \(xy-yz=y(x-z)\) become \((d_x-d_z)/3\). The sum of \((d_i-d_j)^2\) over the three pairs is \(3\sum_id_i^2=4\theta^2\), so \(\delta^2\approx\tfrac29\cdot4\theta^2\) and

\[
\delta\approx\frac{2\sqrt2}{3}\,\theta .
\]

A small misalignment thus matters to first order at [111] and to second order at [001].

### The largest splitting

If \(\sigma_2\le1/4\), then \(\delta\le2\sigma_2\le1/2\). For \(\sigma_2>1/4\) a lower bound on \(\sigma_3\) is needed. Order the variables as \(x\ge y\ge z\ge0\) and consider

\[
\begin{aligned}
S&=x(x-y)(x-z)+y(y-x)(y-z)+z(z-x)(z-y)\\
&=(x-y)\left[x(x-z)-y(y-z)\right]+z(x-z)(y-z)\ge0 .
\end{aligned}
\]

The bracket is not negative because \(x\ge y\) and \(x-z\ge y-z\ge0\). Expanding \(S\) gives the sum of cubes, minus the six products of type \(x^2y\), plus \(3xyz\). With \(x+y+z=1\) the cubes sum to \(1-3\sigma_2+3\sigma_3\) and the six products to \(\sigma_2-3\sigma_3\). So \(S=1-4\sigma_2+9\sigma_3\), and \(\sigma_3\ge(4\sigma_2-1)/9\). Then

\[
\delta^2=4\sigma_2^2-12\sigma_3\le4\sigma_2^2-\tfrac43(4\sigma_2-1).
\]

The right side equals \(1/4\) at \(\sigma_2=1/4\). Its derivative \(8\sigma_2-16/3\) is negative up to the largest possible value \(\sigma_2=1/3\), so \(\delta<1/2\) throughout this range. Equality \(\delta=1/2\) therefore requires \(\sigma_2=1/4\) and \(\sigma_3=0\). One variable is zero and the other two have sum 1 and product \(1/4\), so both are \(1/2\). These are the six <110> axes, for which

\[
n_{[1\bar10]}-n_{[001]}=\frac{\pi^2nC}{\lambda^2}
\]

for a wave along [110]. Symmetry does not fix the value of \(C\), which may vanish by accident. In that sense the birefringence along <110> is generally, but not necessarily, nonzero.

## II. A lattice model for the coefficient, numbers, and use

### What is carried over

The wave vector is \(\mathbf q=q\mathbf s\), \(k=2\pi/\lambda\), \(n=\sqrt{\varepsilon_0}\), and the cubic term of the dielectric tensor is \(Cq_i^2\delta_{ij}\). The matrix \(M\) is the block of \(\mathrm{diag}(s_x^2,s_y^2,s_z^2)\) normal to \(\mathbf s\). Its trace is \(2\sigma_2\) and its eigenvalue splitting is \(\delta\), which is \(1/2\) along [110]. To leading order the indices differ by \(2\pi^2nC\delta/\lambda^2\).

Symmetry leaves \(C\) open. The following model shows how a lattice produces it, and it can also be solved without expanding in \(\mathbf q\).

For classes \(m3m\) and \(\bar43m\), symmetry fixes how the leading-order birefringence depends on direction, with zeros along <100> and <111> and its largest magnitude along <110>, but leaves the constant \(C\) open. It remains to calculate \(C\) in a lattice model, to check the formulas against the model's full solution, and to put them in a form for polarization ray tracing.
